# Why a minimum energy path depends on the metric

## What the units already say

Let a potential energy surface $V$ depend on a bond length $x$, in Å, and an angle $\theta$, in radians. Suppose that a path of steepest descent simply followed the negative gradient, so that

$$\frac{d\theta}{dx}=\frac{\partial V/\partial\theta}{\partial V/\partial x}.$$

The left side has the unit rad/Å and the right side Å/rad. The equation cannot hold as written: a factor with the unit rad²/Å² is missing, and the gradient of $V$ does not supply it. A ratio of second derivatives such as $V_{xx}/V_{\theta\theta}$ has this unit, but using it is a further choice, one among many.

With Cartesian coordinates alone the units agree, but the same gap shows under a change of scale. Put $x=aq$ with a number $a$. A displacement obeys $dq=dx/a$, while the gradient obeys $\partial V/\partial q=a\,\partial V/\partial x$. One is divided by $a$, the other multiplied. A rule that turns gradients into displacements must therefore contain a matrix $A$ that makes up the difference:

$$\frac{d\mathbf r}{d\tau}=-A\,\nabla V ,\qquad A=G^{-1}. \tag{1}$$

Here $\tau$ only labels points along the path. The symmetric, positive definite matrix $G$ is a metric: it defines the length of a small step by $ds^2=d\mathbf r^{T}G\,d\mathbf r$.

A minimum energy path (MEP) consists of the two steepest-descent curves that leave a saddle with one negative Hessian eigenvalue. The belief examined here is that this path is a property of the surface alone. Equation (1) suggests otherwise, and one surface with two choices of $G$ is enough to settle the matter.

## A counter-example

Two atoms with masses $m_1,m_2$ move along a line each, with displacements $x$ and $y$. Lengths are in Å, energies in eV and masses in u. The model surface is

$$V=D\left(\frac{x^2}{L^2}-1\right)^2+\frac k2\,(y-cx)^2,$$

with the round parameters $D=0.5$, $L=1$, $k=3$, $c=1$. Its derivatives are

$$V_x=2x(x^2-1)-3(y-x),\qquad V_y=3(y-x).$$

Both vanish only if $y=x$ and $x(x^2-1)=0$. The stationary points are thus $(0,0)$ and $\pm(1,1)$. The second derivatives are $V_{xx}=2(3x^2-1)+3$, $V_{xy}=-3$ and $V_{yy}=3$, so

$$H(0,0)=\begin{pmatrix}1&-3\\-3&3\end{pmatrix},\qquad H(1,1)=\begin{pmatrix}7&-3\\-3&3\end{pmatrix}.$$

The determinants are $-6$ and $12$. The origin is a saddle; $(1,1)$, whose trace is also positive, is a minimum, and so is $(-1,-1)$ by symmetry. The barrier is $V(0,0)-V(1,1)=0.5$ eV.

**One point, two steepest directions.** At $(0.5,0.3)$ the gradient is

$$V_x=2(0.5)(-0.75)-3(-0.2)=-0.15,\qquad V_y=3(-0.2)=-0.6$$

in eV/Å. With $G=1$ the descent has slope $dy/dx=0.6/0.15=4$. With the mass metric $G=M=\mathrm{diag}(m_1,m_2)$ and masses 1 and 10, it has slope $(0.6/10)/(0.15/1)=0.4$. The surface, the point and the gradient are the same.

**Leaving the saddle.** Near the origin $\nabla V\approx H\mathbf r$, so (1) becomes $\dot{\mathbf r}=-M^{-1}H\mathbf r$. A straight departure $\mathbf r=\mathbf v e^{-\lambda\tau}$ requires $H\mathbf v=\lambda M\mathbf v$, and it grows if $\lambda<0$. The condition $\det(H-\lambda M)=0$ reads

$$(1-m_1\lambda)(3-m_2\lambda)-9=m_1m_2\lambda^2-(3m_1+m_2)\lambda-6=0 .$$

The product of the roots is $-6/(m_1m_2)$, so exactly one is negative for any masses. The two rows of $(H-\lambda M)\mathbf v=0$ give the slope $\sigma=v_y/v_x$ in two forms:

$$\sigma=\frac{1+m_1|\lambda|}{3}=\frac{3}{3+m_2|\lambda|}. \tag{2}$$

For equal masses of 1, $\lambda=2-\sqrt{10}=-1.162$ and $\sigma=0.721$. For masses 1 and 10, $\lambda=(13-\sqrt{409})/20=-0.361$ and $\sigma=0.454$. The two paths separate at the saddle itself.

**The whole path.** Consider the region between the curves on which one force component vanishes:

$$V_y=0:\ y=x,\qquad V_x=0:\ y=\tfrac13x+\tfrac23x^3,\qquad 0<x<1 .$$

The second curve lies below the first. Between them $V_x<0$ and $V_y<0$, so $\dot x=-V_x/m_1$ and $\dot y=-V_y/m_2$ are positive. On the upper curve $\dot y=0$ and $\dot x>0$: the motion is to the right, back into the region. On the lower curve $\dot x=0$ and $\dot y>0$: the motion is upwards, again into the region. By (2), $1/3<\sigma<1$, so the path starts inside. It is then trapped, with $x$ and $y$ both rising, and can only end at $(1,1)$. This holds for every pair of masses.

Both gradient components are nonzero along this path. Hence the directions $(V_x/m_1,V_y/m_2)$ for two different mass ratios are never parallel there, and the paths must differ. Integration of (1) gives, at $x=0.5$ Å:

| $m_1,\ m_2$ (u) | $y$ (Å) | $V$ (eV) |
|---|---|---|
| 1, 1 | 0.384 | 0.302 |
| 1, 10 | 0.278 | 0.355 |
| 10, 1 | 0.478 | 0.282 |

The energies follow from $V=0.28125+1.5\,(y-0.5)^2$ at this $x$. The profile between the end points therefore changes too, while its height does not. A string calculation, which relaxes a chain of images between the minima in mass-weighted coordinates, gives $y=0.383$ and $0.278$ Å for the first two rows. The small gap in the first value comes from the finite relaxation step: a step four times smaller moves it from 0.3832 to 0.3835 Å, against 0.3836 Å from the integration.

**Two limits.** Equation (1) gives $dy/dx=(m_1/m_2)\,V_y/V_x$, or

$$V_x=\frac{m_1}{m_2}\,\frac{V_y}{dy/dx}.$$

If $x$ is much the lighter coordinate, $V_x\to0$: the light atom relaxes at each position of the heavy one, and the path tends to the lower curve. At $x=0.5$ that curve has $y=0.25$, $V_y=-0.75$ and slope $\tfrac13+2x^2=0.833$. For $m_2/m_1=1000$ the leading correction is $V_x\approx-0.0009$. Since $V_x=-3(y-y_{\rm low})$ at fixed $x$, the path lies 0.0003 above the curve, in agreement with the computed 0.2503 Å.

In the opposite limit $V_y\to0$ and the path tends to $y=x$. There $V_x=-0.75$ and the slope is 1, so for $m_1/m_2=1000$ one has $3(y-x)\approx-0.00075$, or $y\approx0.49975$ Å. The computed value is 0.4998 Å.

## The general statement

Let $V$ be smooth with nondegenerate stationary points, and let $G(\mathbf r)$ be any smooth, positive definite metric. Then:

1. The stationary points, their energies and their index (the number of negative Hessian eigenvalues) do not depend on $G$.
2. The MEP generally does. Two metrics share a path if and only if $G_1^{-1}\nabla V$ and $G_2^{-1}\nabla V$ are parallel all along it.
3. The minimum reached from a saddle is independent of $G$ under a condition on the energy landscape given below. Without that condition it may change.

A free molecule in Cartesian coordinates does not meet the assumption: overall translation and rotation give zero Hessian eigenvalues. The statement applies once these motions are removed, and directions that differ only by such a motion describe the same change of geometry. In a heteronuclear diatomic, for example, $M^{-1}\nabla V$ is not parallel to $\nabla V$, yet the bond length follows the same path.

### Steepest descent needs a length

Write $\mathbf g=\nabla V$. The steepest direction makes $\mathbf g^T\mathbf v$ as negative as possible among steps of equal length, $\mathbf v^TG\mathbf v=1$. Since $\mathbf g^T\mathbf v=(G^{-1}\mathbf g)^TG\,\mathbf v$ is the scalar product of $G^{-1}\mathbf g$ and $\mathbf v$ in the metric $G$, the Cauchy–Schwarz inequality gives

$$\mathbf g^T\mathbf v\ \ge\ -\sqrt{\mathbf g^TG^{-1}\mathbf g},$$

with equality only for $\mathbf v\propto-G^{-1}\mathbf g$. This proves (1). A direct search over all directions at the point used above confirms both slopes, 4 and 0.4.

Two steepest-descent curves coincide when their tangents are parallel at each point, which is the condition in item 2. It shows when the path does not move:

- If $G_2=f(\mathbf r)G_1$ with a positive scalar $f$, only the speed along the path changes. Equal masses are the simplest case.
- Mass weighting changes nothing if $M^{-1}\mathbf g\parallel\mathbf g$, that is, if at each point of the path only coordinates of one mass feel a force. Setting $c=0$ in the model gives such a path, the straight line $y=0$.

### Why the stationary points and the index stay

Since $G^{-1}$ is invertible, $G^{-1}\mathbf g=0$ exactly when $\mathbf g=0$. The positions are the same, and $V$ at a given position does not involve $G$. Barrier heights are therefore unchanged.

For the index, introduce new coordinates by $\mathbf r=\mathbf r(\mathbf q)$ with an invertible Jacobian $J_{ia}=\partial r_i/\partial q_a$. Differentiating $\partial V/\partial q_a=\sum_i g_iJ_{ia}$ once more gives

$$\frac{\partial^2V}{\partial q_a\partial q_b}=(J^THJ)_{ab}+\sum_i g_i\,\frac{\partial^2r_i}{\partial q_a\partial q_b}. \tag{3}$$

At a stationary point the last term vanishes. It remains to compare $H$ with $J^THJ$. The number of negative eigenvalues of a symmetric matrix is the largest dimension of a subspace on which its quadratic form is negative. The eigenvectors with negative eigenvalues span one such subspace; any larger one would share a nonzero vector with the span of the remaining eigenvectors, where the form is not negative. Now $\mathbf w^TJ^THJ\mathbf w=\mathbf v^TH\mathbf v$ with $\mathbf v=J\mathbf w$, and $J$ maps subspaces one to one without changing their dimension. The two numbers are equal, which is Sylvester's law of inertia.

Mass weighting is the case $\mathbf q=M^{1/2}\mathbf r$, $J=M^{-1/2}$. The transformed Hessian $M^{-1/2}HM^{-1/2}$ has the eigenvalues $\lambda$ of $H\mathbf v=\lambda M\mathbf v$. Their values change and their signs do not. In the model the saddle has $(-1.162,\,5.162)$ for masses 1, 1 and $(-0.361,\,1.661)$ for masses 1, 10, in eV/(Å² u).

The mode directions change as well. Near a minimum, where the gradient is linear in the displacement to leading order, the descent is a sum of terms $\mathbf v_ie^{-\lambda_i\tau}$, and the smallest $\lambda_i$ survives longest. Unless its coefficient happens to vanish, the path enters along this softest mode. The first row of $H\mathbf v=\lambda M\mathbf v$ at $(1,1)$ gives the slope $(7-m_1\lambda)/3$. With $\lambda=1.394$ for masses 1, 1 this is 1.87; with $\lambda=0.168$ for masses 1, 10 it is 2.28.

Mass weighting is linear, so the last term of (3) is absent everywhere and the index is kept even where forces act. Curved coordinates are different. Take $q_1=x$ and $q_2=y-x^2$, so that $y=q_2+q_1^2$, with the scale 1 Å understood. At $(x,y)=(0,1)$, $J$ is the unit matrix and $V_y=3$. The extra term adds $3\times2=6$ to the first diagonal element:

$$\begin{pmatrix}1&-3\\-3&3\end{pmatrix}\ \to\ \begin{pmatrix}7&-3\\-3&3\end{pmatrix}.$$

One negative eigenvalue has become none. Away from stationary points, the number of negative curvatures belongs to the coordinates as much as to the surface.

### Coordinates are harmless if the metric is carried along

A step transforms as $d\mathbf r=J\,d\mathbf q$, so its length is $d\mathbf q^T(J^TGJ)\,d\mathbf q$ and the metric in $\mathbf q$ is $J^TGJ$. The gradient in $\mathbf q$ is $J^T\mathbf g$. Steepest descent is then

$$\frac{d\mathbf q}{d\tau}=-(J^TGJ)^{-1}J^T\mathbf g=-J^{-1}G^{-1}\mathbf g ,$$

and multiplication by $J$ returns (1). The curve is the same. For mass weighting, $J^TMJ=1$: ordinary steepest descent in $\mathbf q$ is descent in the metric $M$ in $\mathbf r$.

If the metric is not carried along, the path changes. In the bent coordinates above, the equal-mass path keeps $y=0.384$ Å at $x=0.5$ Å when $J^TJ$ is used. With a unit metric in $(q_1,q_2)$ it has $y=0.456$ Å.

### How free the path is

Take any smooth curve with tangent $\mathbf t$ along which $V$ falls strictly, $\mathbf g^T\mathbf t<0$. Define on it

$$A=\frac{\mathbf t\,\mathbf t^T}{-\mathbf g^T\mathbf t}+\kappa P,\qquad P=1-\frac{\mathbf g\,\mathbf g^T}{\mathbf g^T\mathbf g}.$$

Here $\kappa$ is any positive constant that gives both terms the same unit. Since $P\mathbf g=0$, one finds $A\mathbf g=-\mathbf t$, so $-A\mathbf g=\mathbf t$. Moreover, $\mathbf v^TA\mathbf v$ is a sum of two non-negative terms. It vanishes only if $P\mathbf v=0$, which means $\mathbf v\parallel\mathbf g$, and $\mathbf t^T\mathbf v=0$. As $\mathbf g^T\mathbf t\ne0$, this leaves $\mathbf v=0$. Thus $A$ is positive definite, and the chosen curve is steepest in the metric $A^{-1}$. The construction applies between stationary points, not at them, where $\mathbf g=0$.

On the model surface the line $y=x$ even has a constant metric of this kind. There $\mathbf g=(2x(x^2-1),0)$, and

$$A=\begin{pmatrix}1&1\\1&2\end{pmatrix}\quad\text{gives}\quad -A\mathbf g=2x(1-x^2)\begin{pmatrix}1\\1\end{pmatrix},$$

which points along the line towards the minimum.

Between stationary points the surface alone thus excludes only curves on which $\mathbf g^T\mathbf t<0$ fails at some point. This includes a falling curve that touches a contour, since $-\mathbf g^TA\mathbf g<0$ for every positive definite $A$. At the saddle a smooth metric adds a condition: the two branches leave along $\pm\mathbf v$ with $H\mathbf v=\lambda G\mathbf v$ and $\lambda<0$, so they share a tangent with $\mathbf v^TH\mathbf v=\lambda\,\mathbf v^TG\mathbf v<0$. What singles out the mass metric is mechanics. An atom system released from rest obeys $M\ddot{\mathbf r}=-\mathbf g$, so its first displacement is $-\tfrac12t^2M^{-1}\mathbf g$, along the mass-weighted descent. The MEP in this metric is the intrinsic reaction coordinate. Where it curves in mass-weighted coordinates it is not a trajectory at finite speed: on the path the force is tangent to it, so nothing turns a moving system along the bend.

## Can the metric change the product?

Along (1), $dV/d\tau=-\mathbf g^TG^{-1}\mathbf g<0$. A path that leaves a saddle of energy $V_s$ therefore stays in the connected part of the region $V<V_s$ that it enters. If this part is bounded, the path must approach a stationary point in it. If the part holds only one, that point is its minimum, and every metric leads there.

In both models used here $V$ grows without limit in every direction, so the region $V<V_s$ is bounded. The first model satisfies the whole condition. On $x=0$, $V=0.5+1.5y^2\ge V_s$, so no descent that leaves the saddle, along which $V<V_s$, crosses this line, and each side has one stationary point besides the saddle.

A second model violates it. Let two atoms have displacements $u,v$ and masses $m_1,m_2$, and put $s=(u+v)/\sqrt2$, $d=(u-v)/\sqrt2$. In eV and Å,

$$V=\tfrac12(s^2-1)^2+\tfrac12(1-2s)d^2+\tfrac12d^4 .$$

Exchange of $u$ and $v$ changes the sign of $d$ and leaves $V$ unchanged. The derivatives are

$$V_s=2s(s^2-1)-d^2,\qquad V_d=d\,(1-2s+2d^2).$$

For $d=0$ the stationary points are $s=-1,0,1$. There $V_{sd}=0$, $V_{ss}=2(3s^2-1)$ and $V_{dd}=1-2s$. The pairs $(V_{ss},V_{dd})$ are $(4,3)$, $(-2,1)$ and $(4,-1)$: a reactant minimum, a first saddle at 0.5 eV and a second saddle at 0 eV. For $d\neq0$, $d^2=s-\tfrac12$ and $2s^3-3s+\tfrac12=0$. The one root with $s>\tfrac12$ is $s=1.131$, with $d=\pm0.794$ and $V=-0.160$ eV. These are two equivalent product minima.

With $\alpha=\tfrac12(1/m_1+1/m_2)$ and $\beta=\tfrac12(1/m_1-1/m_2)$, the mass-weighted descent becomes

$$\dot s=-\alpha V_s-\beta V_d,\qquad \dot d=-\beta V_s-\alpha V_d .$$

For equal masses $\beta=0$, and a path with $d=0$ keeps it. From the first saddle it runs forward to the second saddle, not to a minimum.

Let $m_1<m_2$, so $\beta>0$. Near the first saddle $V_s\approx-2s$ and $V_d\approx d$. A departure growing as $e^{\mu\tau}$ obeys $\mu d=2\beta s-\alpha d$, hence $d/s=2\beta/(\mu+\alpha)>0$. On the line $d=0$, $0<s<1$, one has $\dot d=-\beta V_s>0$, so the path cannot return to negative $d$ there. The path is also bounded on the other side. The first equation gives $\mu s=2\alpha s-\beta d$; eliminating $d/s$ yields $\mu^2-\alpha\mu-2(\alpha^2-\beta^2)=0$, whose positive root $\mu=\tfrac12\left[\alpha+\sqrt{9\alpha^2-8\beta^2}\right]$ exceeds $\alpha$ because $\beta<\alpha$. Hence $d/s<\beta/\alpha<1$ at the start. On the line $d=s$, $V_s-V_d=s^2-3s$, so $\dot s-\dot d=-(\alpha-\beta)(V_s-V_d)=(\alpha-\beta)s(3-s)>0$, and the path stays in $0<d<s$ while $s<1$. It cannot end at the second saddle from this region: close to that point, with $s<1$ and $d>0$, both $V_s$ and $V_d$ are negative, so $\dot d>0$. No other stationary point is available there, so the path reaches $s=1$ with $0<d<1$, where $V=\tfrac12d^2(d^2-1)<0$. Since $V(s,0)=\tfrac12(s^2-1)^2\ge0$, it can no longer reach $d=0$, and it ends at the product with $d=+0.794$ Å. The integration confirms this for masses 1, 4 and also for 1, 1.01. By symmetry, masses 4, 1 lead to $d=-0.794$ Å. The lighter atom moves further, and this tips the path to its side.

The backward path reaches the reactant in all these cases, as the condition requires: $V(0,d)=\tfrac12(1+d^2+d^4)\ge V_s$ closes off the side $s<0$, which holds one stationary point.

Exchanging the masses thus exchanges the product of the descent path on an unchanged surface. Because this surface is symmetric, the two cases are related by relabelling the atoms; in both, the lighter atom has moved further. A small term that breaks the symmetry, such as $0.02\,d\,s^2$, gives the two products different energies and still sends masses 1, 4 and 4, 1 to opposite sides. This does not predict a product ratio, which depends on the momenta with which trajectories pass the branching region. The numerical output below lists the stationary points and path end points of this second model. For the first model it gives the Hessians at the saddle and the minimum, and the points at which the paths cross $x=0.5$ Å.

## Computed values

```
A: D=0.5 eV, L=1.0 A, K=3.0 eV/A^2, C=1.0
A: Hessian at saddle xx,xy,yy = 1.000, -3.000, 3.000 eV/A^2
A: Hessian at minimum xx,xy,yy = 7.000, -3.000, 3.000 eV/A^2
A: gradient at (0.5, 0.3) A = -0.1500, -0.6000 eV/A
  masses (1.0, 1.0) u: steepest slope dy/dx = 4.0000
  masses (1.0, 10.0) u: steepest slope dy/dx = 0.4000
A: barrier found in mass-weighted coordinates = 0.5000 eV
A: masses 1, 1 u: path at x=0.5 A has y=0.3836 A, V=0.3016 eV
  slope at saddle 0.7208, at minimum 1.8685
  curvatures, saddle: -1.1623, 5.1623; minimum: 1.3944, 8.6056 eV/(A^2 u)
A: masses 1, 10 u: path at x=0.5 A has y=0.2778 A, V=0.3553 eV
  slope at saddle 0.4537, at minimum 2.2772
  curvatures, saddle: -0.3612, 1.6612; minimum: 0.1683, 7.1317 eV/(A^2 u)
A: masses 10, 1 u: path at x=0.5 A has y=0.4777 A, V=0.2820 eV
  slope at saddle 0.9426, at minimum 1.1360
  curvatures, saddle: -0.1828, 3.2828; minimum: 0.3592, 3.3408 eV/(A^2 u)
A: masses 1, 1000 u: path at x=0.5 A has y=0.2503 A, V=0.3748 eV
  slope at saddle 0.3353, at minimum 2.3328
A: masses 1000, 1 u: path at x=0.5 A has y=0.4998 A, V=0.2813 eV
  slope at saddle 0.9993, at minimum 1.0013
A: limits of y at x=0.5 A: light x 0.2500 A, light y 0.5000 A
A: string method, masses 1, 1 u: y=0.3832 A at x=0.5 A
A: string method, masses 1, 10 u: y=0.2777 A at x=0.5 A
A: unit metric times scalar: y=0.3836 A
A: inverse metric [[1.0, 1.0], [1.0, 2.0]]: y=0.5000 A
A: chosen curve at x=0.5 A: y=0.6125 A, slope 1.0750, scan 1.0750
A: bent coordinates, metric carried: y=0.3836 A; unit metric: y=0.4564 A
  index at saddle: Cartesian 1, bent 1
  index at minimum: Cartesian 0, bent 0
  index at non-stationary (0,1) A: Cartesian 1, bent 0
B: D=0.5 eV, Q=1.0 eV/A^2, R=2.0 eV/A^4
  reactant: s=-1.0000 A, d=0.0000 A, V=0.0000 eV, index 0
  saddle 1: s=0.0000 A, d=0.0000 A, V=0.5000 eV, index 1
  saddle 2: s=1.0000 A, d=0.0000 A, V=0.0000 eV, index 1
  product +: s=1.1309 A, d=0.7943 A, V=-0.1601 eV, index 0
  product -: s=1.1309 A, d=-0.7943 A, V=-0.1601 eV, index 0
B: masses 1, 1 u: forward path ends at s=1.0000 A, d=0.0000 A
B: masses 1, 4 u: forward path ends at s=1.1309 A, d=0.7943 A
B: masses 4, 1 u: forward path ends at s=1.1309 A, d=-0.7943 A
B: masses 1, 1.01 u: forward path ends at s=1.1309 A, d=0.7943 A
```
